# Why conjugate-coded intensity gives zero complex-step mask gradients

**Question.** A lithography program computes an aerial image from a mask, passes it through a resist model and returns a print error. Its mask gradient is wanted by complex-step differentiation: add a small imaginary number to one mask pixel, run the program, and divide the imaginary part of the result by the step. If the intensity is coded as the field times its complex conjugate, the gradient comes back as zero, although the image plainly depends on the mask. Why does this happen, and how must the real and imaginary parts of the field be separated to obtain the correct derivative?

**Answer.**

## What the complex step assumes

Let $f(m)$ be real for real $m$ and analytic near the point of interest. Its Taylor series with an imaginary increment $ih$ is

$$f(m+ih)=f+ihf'-\frac{h^2}{2}f''-\frac{ih^3}{6}f'''+\dots$$

All derivatives on the right are real, so the imaginary part collects the odd terms:

$$\frac{\operatorname{Im}f(m+ih)}{h}=f'(m)-\frac{h^2}{6}f'''(m)+\dots$$

No two nearly equal numbers are subtracted, so $h$ can be made very small without the cancellation that limits finite differences.

The method relies on analyticity. Write the input as $u+iv$ and the output as $U+iV$. The program reads $\partial V/\partial v$, whereas the wanted quantity is $\partial U/\partial u$. The Cauchy–Riemann relation makes them equal for an analytic function. Complex conjugation is not analytic, and a program that uses it can lose this equality.

## What happens to the image

Take a thin mask with real pixel transmissions $m_j$ and a scalar, partially coherent imaging model. Each source point $s$ produces a coherent field, and the intensities of different source points add:

$$E_s(x_p)=\sum_j K_{s,pj}m_j,\qquad I(x_p)=\sum_s w_s|E_s(x_p)|^2 .$$

The weights $w_s$ are real and sum to one. The kernel $K$ is generally complex, because defocus gives phases to the diffracted waves, and off-axis illumination shifts the pupil so that it passes an asymmetric band of mask frequencies.

Consider one source point and one image point, and let $k$ be the kernel element linking that point to pixel $j$. A real change $\delta$ of the pixel gives

$$|E+\delta k|^2=|E|^2+\delta(E^*k+Ek^*)+\delta^2|k|^2 .$$

The two middle terms are conjugates of each other, so their sum is twice a real part. The true derivative is therefore

$$\frac{\partial |E|^2}{\partial m_j}=2\operatorname{Re}(E^*k).$$

Now replace $\delta$ by $ih$ and let the program conjugate the resulting field. Conjugation changes the sign of the step's $i$ as well as that of the optical $i$:

$$(E+ihk)(E^*-ihk^*)=|E|^2+ih(E^*k-Ek^*)+h^2|k|^2 .$$

Since $E^*k-Ek^*=2i\operatorname{Im}(E^*k)$, this becomes

$$|E+ihk|^2=|E|^2-2h\operatorname{Im}(E^*k)+h^2|k|^2 .$$

Every term is real. In exact arithmetic the imaginary part vanishes for every $h$, so changing the step cannot repair the result. Real weights preserve the zero, and so does any later function that returns real values for real arguments.

The image has responded to the step, but the response sits in the real part and belongs to another physical change. An imaginary addition to a real transmission alters its phase: for a small angle $\phi$, $m_je^{i\phi}\approx m_j+im_j\phi$. The coefficient $-2\operatorname{Im}(E^*k)$ is thus the intensity response to imaginary transmission, and multiplying it by $m_j$ gives the response to $\phi$. The amplitude derivative needs the other quadrature, $\operatorname{Re}(E^*k)$, which cannot be recovered from this one number.

A real kernel gives a useful limit. It occurs, for example, for on-axis illumination through a symmetric, aberration-free pupil in focus. Then $E$ and $k$ are real, $\operatorname{Im}(E^*k)=0$, and the conjugate-coded result is $E^2+h^2k^2$. The first-order response is absent altogether. Here one could simply code $E^2$, which is analytic and equals the intensity for a real field. With a complex kernel $E^2$ is not the intensity, so dropping the conjugate is no general cure.

## Separating the two imaginary units

The same symbol $i$ has been given two tasks. One describes optical phase and must be conjugated when intensity is formed. The other marks the derivative and must not be. The cure is to write the optical field as two real-valued functions before introducing the step:

$$R_s(m)=(\operatorname{Re}K_s)m,\qquad S_s(m)=(\operatorname{Im}K_s)m .$$

For a real mask, $E_s=R_s+iS_s$ and $|E_s|^2=R_s^2+S_s^2$. Both functions are linear with real coefficients, so each can be continued to a complex argument $z$:

$$\tilde I(z)=\sum_s w_s\left[R_s(z)^2+S_s(z)^2\right].$$

The squares are ordinary products, not squared magnitudes. For one source point write $E=a+ib$ and $k=c+id$, with $a,b,c,d$ real. The step gives $R=a+ihc$ and $S=b+ihd$, hence

$$R^2+S^2=a^2+b^2+2ih(ac+bd)-h^2(c^2+d^2).$$

Because $E^*k=(a-ib)(c+id)$ has real part $ac+bd$,

$$\frac{\operatorname{Im}(R^2+S^2)}{h}=2(ac+bd)=2\operatorname{Re}(E^*k).$$

This is the required derivative, with no truncation error at any $h$, because the image is quadratic in the mask.

The order of operations is essential. If the program first computes $E+ihk$ and then takes its `.real` and `.imag` parts, it obtains

$$a-hd\qquad\text{and}\qquad b+hc .$$

These are ordinary real numbers. Their squares sum to the same real intensity as before, and the gradient is again zero. Separation works when $R$ and $S$ are themselves allowed to become complex.

There is an equivalent form. Since $K_sz=R_s+iS_s$ and $K_s^*z=R_s-iS_s$, their product is $R_s^2+S_s^2$ even for complex $R_s$ and $S_s$. Here $K_s^*$ is the elementwise conjugate, without transposition. As $K_s^*z=[K_s z^*]^*$, one may code

$$\tilde I(z)=\sum_s w_s E_s(z)\,[E_s(z^*)]^* .$$

The second field is evaluated at the conjugate mask, so the outer conjugation restores the sign of the step.

Phase-shift masks need no new principle if the design variable is real. Let a pixel's transmission be $t_0+(t_1-t_0)q_j$, with complex $t_0,t_1$ and real $q_j$. The field is a constant plus a linear function of $q$ with kernel $K_s(t_1-t_0)$. Its real and imaginary parts, including those of the constant, are formed as functions of $q$ before $q$ is made complex.

## From image to print error

Let the resist response and print error be

$$Z_p=\frac{1}{1+e^{-g(I_p-t)}},\qquad F=\Delta x\sum_p(Z_p-T_p)^2 .$$

Here $T_p$ is the target, one inside an intended opening and zero outside, $g$ is the resist gain, $t$ the threshold and $\Delta x$ the pixel width. With dimensionless $Z$ and $T$, $F$ is a length.

Differentiating the sigmoid gives $dZ_p/dI_p=gZ_p(1-Z_p)$. The chain rule then gives

$$\lambda_p\equiv\frac{\partial F}{\partial I_p}=2\Delta x\,(Z_p-T_p)\,gZ_p(1-Z_p),$$

$$\frac{\partial F}{\partial m_j}=\sum_p\lambda_p\sum_s w_s\,2\operatorname{Re}(E_{s,p}^*K_{s,pj}).$$

The real part is unchanged by conjugating its argument, so the sum over image points can be written with the conjugate transpose:

$$\frac{\partial F}{\partial m_j}=2\operatorname{Re}\sum_s w_s\left[K_s^\dagger(\lambda E_s)\right]_j .$$

This adjoint formula gives all pixel derivatives in one backward pass. The complex step needs one evaluation per pixel, which suits it to checking an adjoint or to problems with few design variables.

The sigmoid is analytic near the real axis but has poles where $g(I-t)$ is an odd multiple of $i\pi$. The step must keep the complex image well away from them. The full print error also has the usual truncation error proportional to $h^2$. Any later absolute value, conjugation or removal of the imaginary part can break the derivative again.

A total gradient may be nonzero while its image part is missing. Add a penalty that favours transmissions of zero or one:

$$Q=\gamma\Delta x\sum_j4m_j(1-m_j),\qquad \frac{\partial Q}{\partial m_j}=4\gamma\Delta x(1-2m_j).$$

It depends on the mask directly and is analytic. With conjugate-coded intensity, the complex step returns the gradient of $Q$ alone. A nonzero answer is therefore no evidence that the image has been differentiated.

## A worked layout

Consider a one-dimensional layout of period 640 nm, divided into 160 pixels of 4 nm at wafer scale. Its openings occupy 80–140, 200–260, 320–380 and 480–552 nm. The starting mask has transmission 0.9 in the openings and 0.1 elsewhere.

From here on $\lambda$ denotes the wavelength, not the image sensitivity used above. It is $\lambda=193$ nm, with numerical aperture 1.35, the resist index $n_r=1.7$ and the defocus $D=40$ nm. Eight equally weighted source points lie at $\sigma=\pm0.5,\pm0.6,\pm0.7,\pm0.8$, as fractions of the aperture. The kernel is a sum over the spatial frequencies $\nu$ of the periodic mask:

$$K_{\sigma,pj}=\frac1{160}\sum_\nu P(\nu+\sigma\,\mathrm{NA}/\lambda)\,e^{2\pi i\nu(x_p-x_j)} .$$

The pupil $P(q)$ vanishes for $|q|>\mathrm{NA}/\lambda$. Inside it is

$$P(q)=\exp\left\{2\pi iD\left[\sqrt{(n_r/\lambda)^2-q^2}-n_r/\lambda\right]\right\}.$$

A fully open mask has intensity one. Take the image point at 230 nm, the mask pixel at 258 nm and the source point $\sigma=0.7$. The sums give

$$E=0.71885-0.26301i,\qquad k=0.03313+0.02438i .$$

The derivative follows by hand:

$$2\operatorname{Re}(E^*k)=2[(0.71885)(0.03313)+(-0.26301)(0.02438)]=0.0348 .$$

A central difference of $|E|^2$, with the pixel changed by $\pm10^{-3}$, gives the same 0.0348, as does the separated complex step. The conjugate-coded step gives zero. The response to imaginary transmission is $-2\operatorname{Im}(E^*k)=-0.0525$, which differs even in sign from the derivative sought.

Summed over all source points, the amplitude derivative is 0.0425 and the response to imaginary transmission is $-0.0054$. For the print error, take $g=25$ and $t=0.3$. The starting value is $F=14.28$ nm, and the derivative for the pixel at 258 nm is 0.0848 nm per unit transmission. To first order, raising that transmission by 0.01 increases $F$ by 0.00085 nm; the curvature of $F$ brings the actual increase to 0.0010 nm. The largest pixel derivative has magnitude 4.28 nm. These digits belong to this discretization. Sampling the image at 1 nm raises $F$ to 14.9 nm. Eighty source points spread over $0.45<|\sigma|<0.85$ give $F=14.6$ nm, move the small derivative at 258 nm to about 0.31 nm and change the whole gradient by about 10 percent.

For the penalty take $\gamma=0.1$. Its derivative is $4(0.1)(4\text{ nm})(1-0.2)=1.28$ nm in a dark pixel and $-1.28$ nm in a clear one. The norm over 160 pixels is $1.28\sqrt{160}=16.19$ nm. The print gradient has norm 20.07 nm and the true total gradient 28.81 nm, but the faulty program returns only the 16.19 nm penalty part.

The fault is partly concealed by the directions of these vectors. The square of the total norm contains twice the scalar product of the print and penalty gradients, so that product is

$$\frac{28.81^2-20.07^2-16.19^2}{2}\approx83\ \text{nm}^2 .$$

It is positive. A small step down the penalty gradient therefore lowers the print error too, although the program has no information about the image derivative. The cosine between the faulty and true total gradients is 0.74, so an optimizer could appear to work at first.

With the restored print gradient and no penalty, a descent keeping transmissions between zero and one, halving any step that fails to lower $F$ and lengthening the step by half after each success, reduces $F$ from 14.28 to about 9.2 nm in 40 rounds. That is a reduction of 35 percent; it does not establish that a minimum has been reached.

## Step size and rounding

For the separated code, the largest gradient error, relative to the largest pixel derivative, is $1.1\times10^{-5}$ at $h=10^{-2}$ and $1.1\times10^{-7}$ at $h=10^{-3}$. The factor of 100 is the expected $h^2$ behaviour. At $h=10^{-20}$ the error is about $2\times10^{-15}$.

The faulty code need not show a clean zero in floating-point arithmetic. The imaginary part of $EE^*$ is $ba-ab$. A fused multiply-add may keep one product unrounded while subtracting the rounded other. Comparing exact and rounded products for the fields of this example gives a largest possible residue of $2.7\times10^{-17}$. Divided by $h=10^{-20}$, it becomes a false intensity derivative of $2.7\times10^3$ for one source point, before weighting. A moderate step such as $10^{-3}$ exposes the structural zero more clearly: the largest conjugate-coded print derivative is then $5\times10^{-13}$ nm.

Fast Fourier transforms bring a related difficulty to correctly separated formulas. Suppose $R=(\operatorname{Re}K)z$ is computed by transforming the complex array $z=x+iy$. The transform mixes $x$ and $y$, and an increment of $10^{-20}$ is lost beneath the rounding error of numbers near one. In this example the resulting gradient error is thousands to tens of thousands of times the largest true derivative; the factor is rounding noise and varies with the details of the computation. At $h=10^{-3}$ the same route has only the truncation error of $1.1\times10^{-7}$.

To keep a tiny step, transform $x$ and $y$ separately with the full optical kernel, giving $A=Kx$ and $B=Ky$. Because $x$ and $y$ are real,

$$R=\operatorname{Re}A+i\operatorname{Re}B,\qquad S=\operatorname{Im}A+i\operatorname{Im}B .$$

At $h=10^{-20}$ this reduces the relative error to about $4\times10^{-15}$. The conjugate-mask form also needs a moderate step, since $E_s(z)$ stores $a-hd$ and $b+hc$, where a tiny $h$ is rounded away.

## How far the example represents a real process

The wavelength, aperture and rough resist index are in the regime of water-immersion ArF lithography. The 60 nm openings at 120 nm pitch are relaxed for such a tool. The grey starting mask is an optimization variable, not a typical manufactured mask, and the resist gain and threshold are model choices. The effect of giving up the scalar assumption depends on the polarization. For TE light the fields of all orders are parallel to the lines and the scalar sum is unchanged. Pure TM polarization, the extreme case, with field components weighted by the cosine and sine of the propagation angle in resist, changes the print gradient by about 73 percent, and an unpolarized mixture of the two changes it by 27 percent. This and the following percentages are norms of the gradient difference divided by the original gradient norm, at fixed resist threshold. Angle-dependent TE transmission from water (index 1.44) into resist, renormalized to open-frame intensity one, changes it by 32 percent. The obliquity (radiometric) factor of a 4× reduction lens weights the steep orders in the opposite sense; it changes the gradient by 58 percent alone and by 35 percent together with the TE transmission. A Gaussian acid blur changes it by 3 percent at a standard deviation of 5 nm, 13 percent at 10 nm and 33 percent at 15 nm, and an assumed extra transmission of $0.5i$ in a 4 nm strip inside each opening edge by 6 percent. Absorption of 1.2 per µm over 40 nm multiplies the image by $e^{-0.048}=0.953$, yet changes the gradient by 59 percent. At threshold this dose loss shifts the sigmoid argument by $25\times0.3\times0.047=0.35$, which is not small. Raising the dose by $1/0.953$ removes this uniform change. Substrate reflections, lens aberrations and full three-dimensional mask scattering remain outside the model.

These corrections alter the value of the correct gradient, so the numbers above are not predictions for a particular process. They do not cure the coding fault. As long as intensity is built from squared magnitudes of fields linear in the mask, conjugating the perturbed field removes the imaginary signal, and continuing its two optical components separately retains it.
